# The Mattheiss muffin-tin potential from superposed neutral atoms: a program that tests the result

```python
# Mattheiss muffin-tin potential for fcc Al (Hartree atomic units internally).
# rho0, V0: density and Coulomb potential energy of the neutral spherical atom.
# Results under test:
#  angular average of f(|r-R|), |R|=a:  f(a|r) = 1/(2ar) int_{|a-r|}^{a+r} s f(s) ds
#  general l: f_l = (2l+1)/(2ar) int s f(s) P_l((a^2+r^2-s^2)/(2ar)) ds
#  rho_bar, VC_bar = central atom + sum over shells of N f(a|r)
#  interstitial means (volume OmI = Om - 4 pi S^3/3, S = sphere radius):
#   rho_I = (Z - Q(S))/OmI,  <VC>_I = (-(2pi/3) M2 - int_sphere VC_bar)/OmI,
#   M2 = int 4 pi r^4 rho0 dr;  V_MTZ = <VC>_I + vx(rho_I), vx = -(3 rho/pi)^(1/3)
#  Jensen: <vx(rho)> >= vx(<rho>), gap about |vx| var(rho)/(9 rho^2).
import numpy as np
from math import factorial, pi
from numpy.polynomial.legendre import leggauss
from scipy.interpolate import CubicSpline
from scipy.special import eval_legendre
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

HA = pc['Hartree energy in eV'][0]
B = pc['Bohr radius'][0]*1e10
Z = 13
x = np.linspace(np.log(1e-6), np.log(70.0), 4001)
r = np.exp(x)
w = r*(x[1]-x[0])

def primitive(g):
    P = CubicSpline(x, g*r).antiderivative()
    return lambda s: P(np.log(np.maximum(s, r[0])))
def gauss(lo, hi, n):
    t, u = leggauss(n)
    return 0.5*(hi+lo)+0.5*(hi-lo)*t, 0.5*(hi-lo)*u
def vx(rho):
    return -np.cbrt(3*rho/pi)
def hartree(rho):
    p = primitive(4*pi*r*rho)(r)
    return primitive(4*pi*r*r*rho)(r)/r + p[-1] - p

test_rho = np.array([1e-3, 0.03, 5.0])
assert np.allclose(np.ravel(libxc.eval_xc('LDA,', test_rho, spin=0, deriv=1)[1][0]),
                   vx(test_rho), rtol=1e-10)

# ---- free atom: exchange-only LDA, Slater basis u = r^(l+1) exp(-zeta r)
zeta = 0.3*1.5**np.arange(14)
occ = {0: np.array([2., 2., 2.]), 1: np.array([6., 1.])}
basis = {}
for l in occ:
    n = l+1
    s = zeta[:, None]+zeta[None, :]
    I = lambda k: factorial(k)/s**(k+1)
    nrm = 1/np.sqrt(np.diag(I(2*n)))
    NN = np.outer(nrm, nrm)
    T = 0.5*((n*n+l*(l+1))*I(2*n-2) - n*s*I(2*n-1) + np.outer(zeta, zeta)*I(2*n))*NN
    ev, U = np.linalg.eigh(I(2*n)*NN)
    X = U/np.sqrt(ev)
    chi = X.T @ (nrm[:, None]*r**n*np.exp(-zeta[:, None]*r))
    basis[l] = (X.T@T@X, X.T@(-Z*I(2*n-1)*NN)@X, chi)
def solve(vee):
    rho = np.zeros_like(r); kin = 0.0; nuc = 0.0; eps = {}
    for l, f in occ.items():
        T, Vn, chi = basis[l]
        e, c = np.linalg.eigh(T+Vn+(chi*(vee*w))@chi.T)
        c = c[:, :len(f)]
        rho += f@(c.T@chi)**2/(4*pi*r*r)
        kin += f@np.diag(c.T@T@c); nuc += f@np.diag(c.T@Vn@c); eps[l] = e[:len(f)]
    return rho, kin, nuc, eps
rho_in = solve((Z-1)*(1-1/(1+0.6*Z**(1/3)*r)**2)/r)[0]
for it in range(500):
    rho, kin, nuc, eps = solve(hartree(rho_in)+vx(rho_in))
    err = np.sum(4*pi*r*r*w*np.abs(rho-rho_in))
    if err < 1e-9:
        break
    rho_in = rho_in+0.3*(rho-rho_in)
assert err < 1e-9
dv = 4*pi*r*r*w
Etot = kin+nuc+0.5*dv@(rho*hartree(rho))+0.75*dv@(rho*vx(rho))
assert abs(dv@rho-Z) < 1e-6
assert abs(Etot/kin+1) < 1e-4              # virial theorem, finite basis
q = primitive(4*pi*r*r*rho)(r); p = primitive(4*pi*r*rho)(r)
rV = -(q[-1]-q)+r*(p[-1]-p)                # short-ranged form, times r
assert np.max(np.abs(rV-(-Z+r*hartree(rho)))) < 1e-6
M2 = dv@(rho*r*r)
cellV = -2*pi/3*M2
assert abs(np.sum(4*pi*r*w*rV)-cellV) < 1e-6*abs(cellV)
sp_rho, sp_rV = CubicSpline(x, rho), CubicSpline(x, rV)
rho0 = lambda s: sp_rho(np.log(s))
V0 = lambda s: sp_rV(np.log(s))/s
G_rho, G_V = primitive(r*rho), primitive(rV)
C_rho, C_V = primitive(r*r*rho), primitive(r*rV)

def alpha0(G, a, s):
    return (G(a+s)-G(np.abs(a-s)))/(2*a*s)
kap = 0.8
G_y = primitive(np.exp(-kap*r))
for a_, s_ in [(5.0, 1.3), (2.0, 3.5)]:
    exact = np.exp(-kap*max(a_, s_))*np.sinh(kap*min(a_, s_))/(kap*a_*s_)
    assert abs(alpha0(G_y, a_, s_)-exact) < 1e-8

# ---- fcc lattice
alat = 4.05/B
d = alat/np.sqrt(2); S = d/2; Om = alat**3/4
OmI = Om-4*pi*S**3/3; Rws = (3*Om/(4*pi))**(1/3)
m = np.arange(-8, 9)
ijk = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
n2 = (ijk**2).sum(1)
keep = (ijk.sum(1) % 2 == 0) & (alat/2*np.sqrt(n2) < 30.0)
sites, n2 = ijk[keep]*alat/2, n2[keep]
shells = [(alat/2*np.sqrt(k), sites[n2 == k]) for k in np.unique(n2) if k > 0]
def nb(G, s, ns=None):
    return sum(len(v)*alpha0(G, a, s) for a, v in shells[:ns])
rho_bar = lambda s: rho0(s)+nb(G_rho, s)
VC_bar = lambda s: V0(s)+nb(G_V, s)
V_bar = lambda s: VC_bar(s)+vx(rho_bar(s))
def ball(C, G, s, ns=None):
    t, u = gauss(0, s, 40)
    return 4*pi*(C(s)+u@(t*t*nb(G, t, ns)))
def interstitial(ns=None):
    return (Z-ball(C_rho, G_rho, S, ns))/OmI, (cellV-ball(C_V, G_V, S, ns))/OmI
def direct(pts):
    dist = np.sqrt(((pts[:, None, :]-sites[None])**2).sum(2))
    return rho0(dist).sum(1), V0(dist).sum(1)
rhoI, VCI = interstitial()
Vmtz = VCI+vx(rhoI)

# angular quadrature of the direct lattice sums
mu, wm = leggauss(24); ph = 2*pi*np.arange(48)/48
st = np.sqrt(1-mu**2)
dirs = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(),
                 np.repeat(mu, 48)]).T
wa = np.repeat(wm, 48)/96
for s_ in (S/2, S):
    dr, dV = direct(s_*dirs)
    assert abs(wa@dr-rho_bar(s_)) < 1e-8 and abs(wa@dV-VC_bar(s_)) < 1e-7
gapS = wa@vx(dr)-vx(rho_bar(S))
assert gapS > 0
# full l expansion at r = S
def l_terms(nhat):
    out = np.zeros(33)
    for a, v in shells:
        t, u = gauss(a-S, a+S, 80)
        arg = (a*a+S*S-t*t)/(2*a*S); g = u*t*V0(t); cs = np.clip(v@nhat/a, -1, 1)
        for l in range(33):
            out[l] += (2*l+1)/(2*a*S)*(g@eval_legendre(l, arg))*eval_legendre(l, cs).sum()
    return out
terms = {}
for name in [(1, 0, 0), (1, 1, 0), (1, 1, 1), (1, 2, 5)]:
    nh = np.array(name)/np.linalg.norm(name)
    terms[name] = (l_terms(nh), direct(S*nh[None]))
    assert abs(V0(S)+terms[name][0].sum()-terms[name][1][1][0]) < 1e-6
    assert np.max(np.abs(terms[name][0][1:4])) < 1e-10
assert abs(terms[(1, 0, 0)][0][4]) > 1e-4
# Gauss law by finite differences
for s_ in (1.0, 2.0, S, Rws):
    slope = (VC_bar(s_+5e-4)-VC_bar(s_-5e-4))/1e-3
    assert abs(s_*s_*slope-(Z-ball(C_rho, G_rho, s_))) < 1e-5
gaussS = S*S*(VC_bar(S+5e-4)-VC_bar(S-5e-4))/1e-3
# 3D quadrature: one of 12 equivalent pyramids of the Wigner-Seitz cell, outside the sphere
A = alat*np.array([.5, 0, 0]); e1 = alat*np.array([-.25, .25, .25]); e2 = alat*np.array([-.25, .25, -.25])
area = np.linalg.norm(np.cross(e1, e2))
gu, wu = gauss(0, 1, 14)
pts, wt = [], []
for u1, w1 in zip(gu, wu):
    for u2, w2 in zip(gu, wu):
        P = A+u1*e1+u2*e2
        t, u = gauss(S/np.linalg.norm(P), 1, 8)
        pts.append(t[:, None]*P); wt.append(12*area*(d/2)*w1*w2*u*t*t)
pts, wt = np.vstack(pts), np.concatenate(wt)
assert abs(wt.sum()-OmI) < 1e-8
wt = wt/wt.sum()
r3, v3 = direct(pts)
assert abs(wt@r3-rhoI) < 1e-7 and abs(wt@v3-VCI) < 1e-6
gapI = wt@vx(r3)-vx(rhoI)
relvar = wt@(r3-rhoI)**2/rhoI**2
gap2 = abs(vx(rhoI))*relvar/9
assert gapI > 0 and abs(gap2/gapI-1) < 0.25   # third-order term neglected
tot3 = v3+vx(r3)
rms = np.sqrt(wt@(tot3-wt@tot3)**2)
t, u = gauss(S, Rws, 20)
sh = lambda f: 3*(u@(t*t*f(t)))/(Rws**3-S**3)
assert abs(interstitial(len(shells)-3)[1]-VCI) < 1e-6

D = 1/B**3
print(f"hartree = {HA:.5f} eV, bohr = {B:.6f} A, Z = {Z}")
print(f"atom: E = {Etot*HA:.2f} eV, T = {kin*HA:.2f} eV, -E/T = {-Etot/kin:.6f}")
print(f"atom: eps3s = {eps[0][2]*HA:.3f} eV, eps3p = {eps[1][1]*HA:.3f} eV, N = {dv@rho:.6f}")
print(f"M2 = {M2*B*B:.4f} A^2, cell integral of VC = {cellV*HA*B**3:.3f} eV A^3")
print(f"a = {alat*B:.3f} A, d = {d*B:.4f} A, S = {S*B:.4f} A, R_WS = {Rws*B:.4f} A")
print(f"Omega = {Om*B**3:.4f} A^3, sphere = {(Om-OmI)*B**3:.4f} A^3, Omega_I = {OmI*B**3:.4f} A^3")
print(f"shells used = {len(shells)}, sites = {len(sites)-1}, cutoff = {30*B:.2f} A")
print(f"shell 1, d-S..d+S: int s V0 ds = {(G_V(d+S)-G_V(d-S))*HA*B*B:.4f} eV A^2")
print(f"shell 1, d-S..d+S: int s rho0 ds = {(G_rho(d+S)-G_rho(d-S))/B:.5f} 1/A")
print("shell  N  a_n(A)  V0(a|S)(eV)  rho0(a|S)(1/A^3)")
for k, (a, v) in enumerate(shells[:5]):
    print(f"  {k+1}  {len(v):2d}  {a*B:.4f}  {alpha0(G_V, a, S)*HA:.5f}  {alpha0(G_rho, a, S)*D:.6f}")
print("r(A) V0(eV) nbV(eV) rho0(1/A^3) nbrho(1/A^3) vx(eV) V_MT(eV)")
for s_ in (0.25/B, 0.5/B, 0.75/B, 1.0/B, 1.25/B, S):
    print(f"{s_*B:.4f} {V0(s_)*HA:.3f} {nb(G_V, s_)*HA:.3f} {rho0(s_)*D:.5f} "
          f"{nb(G_rho, s_)*D:.5f} {vx(rho_bar(s_))*HA:.3f} {(V_bar(s_)-Vmtz)*HA:.3f}")
print(f"Q(S) = {ball(C_rho, G_rho, S):.5f} electrons, Z-Q(S) = {rhoI*OmI:.5f} electrons")
print(f"S^2 dVC/dr at S (finite difference) = {gaussS:.5f} electrons")
print(f"Q(R_WS) = {ball(C_rho, G_rho, Rws):.5f} electrons")
print(f"sphere integral of VC = {ball(C_V, G_V, S)*HA*B**3:.3f} eV A^3")
print(f"rho_I: radial = {rhoI*D:.6f}, 3D = {wt@r3*D:.6f} 1/A^3")
print(f"<VC>_I: radial = {VCI*HA:.5f}, 3D = {wt@v3*HA:.5f} eV")
print(f"vx(rho_I) = {vx(rhoI)*HA:.4f} eV, 3D <vx>_I = {wt@vx(r3)*HA:.4f} eV")
print(f"V_MTZ = {Vmtz*HA:.4f} eV = {Vmtz:.5f} hartree")
print(f"V_bar(S) = {V_bar(S)*HA:.4f} eV, VC_bar(S) = {VC_bar(S)*HA:.4f} eV")
print(f"step V_bar(S)-V_MTZ = {(V_bar(S)-Vmtz)*HA:.4f} eV = {V_bar(S)-Vmtz:.5f} hartree")
print(f"Jensen gap interstitial = {gapI*HA:.5f} eV, second-order estimate = {gap2*HA:.5f} eV")
print(f"relative std of rho in interstitial = {np.sqrt(relvar):.4f}")
print(f"Jensen gap on sphere r=S = {gapS*HA:.5f} eV")
print(f"interstitial V: rms about mean = {rms*HA:.4f} eV, sampled range {tot3.min()*HA:.3f} to {tot3.max()*HA:.3f} eV")
print(f"shell estimate: VC = {sh(VC_bar)*HA:.4f} eV, rho = {sh(rho_bar)*D:.5f} 1/A^3")
print(f"shell estimate: V_shell = {sh(V_bar)*HA:.4f} eV, V_shell-V_MTZ = {(sh(V_bar)-Vmtz)*HA:.4f} eV")
for ns in (1, 2, 3, 5, 8):
    a_, b_ = interstitial(ns)
    print(f"{ns} shells: rho_I = {a_*D:.5f} 1/A^3, V_MTZ = {(b_+vx(a_))*HA:.4f} eV")
for name in [(1, 0, 0), (1, 1, 0), (1, 1, 1)]:
    tl, (dr_, dv_) = terms[name]
    print(f"r=S along {name}: VC = {dv_[0]*HA:.4f}, l=4: {tl[4]*HA:.4f}, l=6: {tl[6]*HA:.4f} eV")
V1 = VCI+1.5*vx(rhoI)
print(f"alpha=1 on same density: V_MTZ = {V1*HA:.4f} eV, "
      f"step = {(VC_bar(S)+1.5*vx(rho_bar(S))-V1)*HA:.4f} eV")
print("success")
```

It prints:

```
hartree = 27.21139 eV, bohr = 0.529177 A, Z = 13
atom: E = -6540.17 eV, T = 6540.17 eV, -E/T = 1.000000
atom: eps3s = -6.839 eV, eps3p = -1.953 eV, N = 13.000000
M2 = 9.8940 A^2, cell integral of VC = -298.390 eV A^3
a = 4.050 A, d = 2.8638 A, S = 1.4319 A, R_WS = 1.5827 A
Omega = 16.6075 A^3, sphere = 12.2976 A^3, Omega_I = 4.3100 A^3
shells used = 28, sites = 958, cutoff = 15.88 A
shell 1, d-S..d+S: int s V0 ds = -3.0247 eV A^2
shell 1, d-S..d+S: int s rho0 ds = 0.05787 1/A
shell  N  a_n(A)  V0(a|S)(eV)  rho0(a|S)(1/A^3)
  1  12  2.8638  -0.36881  0.007056
  2   6  4.0500  -0.03158  0.000528
  3  24  4.9602  -0.00563  0.000085
  4  12  5.7276  -0.00140  0.000020
  5  24  6.4036  -0.00042  0.000006
r(A) V0(eV) nbV(eV) rho0(1/A^3) nbrho(1/A^3) vx(eV) V_MT(eV)
0.2500 -233.392 -1.942 30.20391 0.03344 -44.176 -264.108
0.5000 -58.030 -2.135 2.47431 0.03740 -19.275 -64.037
0.7500 -25.171 -2.487 0.35046 0.04466 -10.405 -22.660
1.0000 -12.367 -3.049 0.17722 0.05625 -8.731 -8.744
1.2500 -6.305 -3.905 0.10966 0.07350 -8.053 -2.859
1.4319 -3.923 -4.782 0.07400 0.09034 -7.767 -1.069
Q(S) = 12.35172 electrons, Z-Q(S) = 0.64828 electrons
S^2 dVC/dr at S (finite difference) = 0.64828 electrons
Q(R_WS) = 13.04571 electrons
sphere integral of VC = -264.506 eV A^3
rho_I: radial = 0.150414, 3D = 0.150414 1/A^3
<VC>_I: radial = -7.86183, 3D = -7.86183 eV
vx(rho_I) = -7.5412 eV, 3D <vx>_I = -7.5340 eV
V_MTZ = -15.4030 eV = -0.56605 hartree
V_bar(S) = -16.4720 eV, VC_bar(S) = -8.7049 eV
step V_bar(S)-V_MTZ = -1.0690 eV = -0.03928 hartree
Jensen gap interstitial = 0.00713 eV, second-order estimate = 0.00687 eV
relative std of rho in interstitial = 0.0906
Jensen gap on sphere r=S = 0.00235 eV
interstitial V: rms about mean = 0.9839 eV, sampled range -17.676 to -12.835 eV
shell estimate: VC = -8.4848 eV, rho = 0.16102 1/A^3
shell estimate: V_shell = -16.1991 eV, V_shell-V_MTZ = -0.7961 eV
1 shells: rho_I = 0.16227 1/A^3, V_MTZ = -16.3604 eV
2 shells: rho_I = 0.15575 1/A^3, V_MTZ = -15.8521 eV
3 shells: rho_I = 0.15139 1/A^3, V_MTZ = -15.4880 eV
5 shells: rho_I = 0.15055 1/A^3, V_MTZ = -15.4152 eV
8 shells: rho_I = 0.15043 1/A^3, V_MTZ = -15.4045 eV
r=S along (1, 0, 0): VC = -7.6987, l=4: 0.7660, l=6: 0.4296 eV
r=S along (1, 1, 0): VC = -9.7241, l=4: -0.1915, l=6: -0.6981 eV
r=S along (1, 1, 1): VC = -8.5207, l=4: -0.5107, l=6: 0.7637 eV
alpha=1 on same density: V_MTZ = -19.1736 eV, step = -1.1819 eV
success
```
